# Differential reflectance of a thin film: first-order formulas and their limits, part 1

(Sections cited here and not found follow in the second part.)

$$\frac{\Delta R}{R}=\frac{R(d)-R(0)}{R(0)},$$

where $R(0)$ belongs to the bare substrate. The dimensionless thickness is $x=k_0d$; the Cartesian $x$ appears only as a subscript. It costs nothing to let the film be uniaxial, with permittivity $\varepsilon_x$ for both in-plane directions and $\varepsilon_z$ along the normal, and this later shows which field component produces which term. The isotropic film is $\varepsilon_x=\varepsilon_z=\varepsilon_2$.

The structure is uniform along the interfaces, so every wave carries the same tangential wavevector $k_x=k_0n_1\sin\phi$. It is convenient to set $q=\varepsilon_1\sin^2\phi$, so that $k_x^2=qk_0^2$, and to write the normal wavevector as $k_z=\pm k_0\xi$. Maxwell's curl equations are $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$ and $\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E$, with $\partial_y=0$.

For an s wave $E_y\propto e^{i(k_xx+k_zz)}$, the $x$ and $z$ components of Faraday's law, $-\partial_zE_y=i\omega\mu_0H_x$ and $\partial_xE_y=i\omega\mu_0H_z$, give $H_x=-k_zE_y/(\omega\mu_0)$ and $H_z=k_xE_y/(\omega\mu_0)$. The $y$ component of Ampère's law, $\partial_zH_x-\partial_xH_z=-i\omega\varepsilon_0\varepsilon_xE_y$, then becomes $k_z^2+k_x^2=\varepsilon_xk_0^2$, that is $\xi^2=\varepsilon_x-q$. Since $k_0/(\omega\mu_0)=1/Z_0$, the tangential fields obey $-Z_0H_x=\pm\xi E_y$.

For a p wave $H_y\propto e^{i(k_xx+k_zz)}$, the $x$ and $z$ components of Ampère's law, $-\partial_zH_y=-i\omega\varepsilon_0\varepsilon_xE_x$ and $\partial_xH_y=-i\omega\varepsilon_0\varepsilon_zE_z$, give $E_x=k_zH_y/(\omega\varepsilon_0\varepsilon_x)$ and $E_z=-k_xH_y/(\omega\varepsilon_0\varepsilon_z)$. The $y$ component of Faraday's law, $\partial_zE_x-\partial_xE_z=i\omega\mu_0H_y$, becomes $k_z^2/\varepsilon_x+k_x^2/\varepsilon_z=k_0^2$, that is $\xi^2=\varepsilon_x(1-q/\varepsilon_z)$, which is $\varepsilon-q$ in an isotropic medium. Since $k_0/(\omega\varepsilon_0)=Z_0$, the tangential fields obey $E_x/Z_0=\pm(\xi/\varepsilon_x)H_y$.

Both polarizations therefore have one structure. Let $\psi$ be the field along $y$ ($E_y$ or $H_y$) and $\chi$ its tangential partner ($-Z_0H_x$ or $E_x/Z_0$). In medium $j$, dropping the common factor $e^{ik_xx}$,

$$\psi=A_je^{ik_0\xi_jz}+B_je^{-ik_0\xi_jz},\qquad \chi=\eta_j\left(A_je^{ik_0\xi_jz}-B_je^{-ik_0\xi_jz}\right),\tag{1}$$

with $\eta_j=\xi_j$ for s and $\eta_j=\xi_j/\varepsilon_j$ for p ($\xi_2/\varepsilon_x$ in the uniaxial film). The ratio $g=\xi_2/\eta_2$ is $1$ for s and $\varepsilon_x$ for p. In the ambient $\xi_1=n_1\cos\phi$, so $\eta_1$ is real and positive: $n_1\cos\phi$ for s and $\cos\phi/n_1$ for p. In the substrate the root must not grow with $z$, so $\operatorname{Im}\xi_3\ge0$; because $\operatorname{Im}\xi_3^2=\operatorname{Im}\varepsilon_3\ge0$, this root also has $\operatorname{Re}\xi_3\ge0$ (for real positive $\xi_3^2$ it is the outgoing wave). It follows that $\operatorname{Re}\eta_3\ge0$ in both polarizations. For s this is immediate. For p, $\varepsilon_3=\xi_3^2+q$ gives $\eta_3=\xi_3(\xi_3^{*2}+q)/|\varepsilon_3|^2$, whose real part is $(|\xi_3|^2+q)\operatorname{Re}\xi_3/|\varepsilon_3|^2$.

The time-averaged flux is $S_z=\tfrac12\operatorname{Re}(E_xH_y^*-E_yH_x^*)$, a positive constant times $\operatorname{Re}(\psi\chi^*)$ in either polarization. At $z=0$ in the ambient, $\psi\chi^*=\eta_1(|A_1|^2-|B_1|^2+B_1A_1^*-A_1B_1^*)$. The last two terms form a purely imaginary number and $\eta_1$ is real, so the flux separates into an incident and a reflected part, and $R=|r|^2$ with $r=B_1/A_1$. This is where the transparency of the ambient is needed. For p, $r$ is the ratio of magnetic fields. At normal incidence $\eta=1/n$ for p and $\eta=n$ for s, so this $r_p$ equals $-r_s$; the sign cancels in every ratio $r(d)/r(0)$.

Tangential $\mathbf E$ and $\mathbf H$ are continuous, so $\psi$, $\chi$ and their ratio $\chi/\psi$ are continuous at both interfaces. The substrate holds no returning wave, $B_3=0$, so $\chi/\psi=\eta_3$ there. In the film at $z=d$, with $\beta=k_0\xi_2d=\xi_2x$ and $\rho=B_2e^{-i\beta}/(A_2e^{i\beta})$, continuity reads $\eta_2(1-\rho)/(1+\rho)=\eta_3$, which is solved by $\rho=r_{23}$, where

$$r_{ij}=\frac{\eta_i-\eta_j}{\eta_i+\eta_j}.$$

At $z=0$ the amplitude ratio in the film is $w=B_2/A_2=r_{23}e^{2i\beta}$, and the ratio $\chi/\psi$ presented to the ambient is $Y=\eta_2(1-w)/(1+w)$. Continuity, $\eta_1(1-r)/(1+r)=Y$, gives

$$r=\frac{\eta_1-Y}{\eta_1+Y}=\frac{(\eta_1-\eta_2)+(\eta_1+\eta_2)w}{(\eta_1+\eta_2)+(\eta_1-\eta_2)w}=\frac{r_{12}+r_{23}e^{2i\beta}}{1+r_{12}r_{23}e^{2i\beta}}.\tag{2}$$

The second form comes from multiplying numerator and denominator by $1+w$, the third from dividing by $\eta_1+\eta_2$. This is the exact three-phase result. When $|r_{12}w|<1$ it can be written $r_{12}+(1-r_{12}^2)\,w\sum_{m\ge0}(-r_{12}w)^m$, the sum over multiple reflections inside the film, but the derivation does not need that series to converge.

For a thin film the useful object is $Y$. Multiplying $1\mp w$ by $(\eta_2+\eta_3)e^{-i\beta}$ gives $(\eta_2+\eta_3)e^{-i\beta}\mp(\eta_2-\eta_3)e^{i\beta}$, which is $2\eta_3\cos\beta-2i\eta_2\sin\beta$ for the upper sign and $2\eta_2\cos\beta-2i\eta_3\sin\beta$ for the lower. Dividing both by $2\eta_2\cos\beta$,

$$Y=\frac{\eta_3-i\eta_2\tan\beta}{1-i(\eta_3/\eta_2)\tan\beta}.$$

Reversing the sign of $\xi_2$ reverses both $\eta_2$ and $\beta$ and leaves $Y$ unchanged, so the choice of root in the film is immaterial. At $d=0$, $Y=\eta_3$ and $r=r_{13}$. Subtracting $\eta_3$ over the common denominator leaves the numerator $-i\tan\beta\,(\eta_2^2-\eta_3^2)/\eta_2$. With $\tan\beta/\eta_2=gx\,\tau$, where $\tau=\tan\beta/\beta=1+\beta^2/3+\dots$, the exact shift is

$$\delta\equiv Y-\eta_3=\frac{-igx\,\tau\,(\eta_2^2-\eta_3^2)}{1-igx\,\tau\,\eta_3}.\tag{3}$$

The ratio of the amplitudes with and without the film is, from the first form of (2),

$$\frac{r}{r_{13}}=\frac{1-\delta/(\eta_1-\eta_3)}{1+\delta/(\eta_1+\eta_3)}=1-\frac{2\eta_1\delta}{(\eta_1-\eta_3)(\eta_1+\eta_3+\delta)},\tag{4}$$

where the second form follows from $(\eta_1-\eta_3-\delta)(\eta_1+\eta_3)-(\eta_1+\eta_3+\delta)(\eta_1-\eta_3)=-2\eta_1\delta$. Equations (3) and (4) contain no approximation.

To first order in $x$, $\tau\to1$ and the denominator of (3) tends to $1$, so $\delta=-igx(\eta_2^2-\eta_3^2)$; the $\delta$ in the last bracket of (4) may be dropped because the numerator is already of first order. Then $r/r_{13}=1+ax+O(x^2)$ with

$$a=2ig\,\eta_1\,\frac{\eta_2^2-\eta_3^2}{\eta_1^2-\eta_3^2}.\tag{5}$$

Since $R(d)/R(0)=|1+ax|^2=1+ax+a^*x+O(x^2)$, the differential reflectance is $\Delta R/R=2x\operatorname{Re}a+O(x^2)$. Only squares of $\eta_2$ and $\eta_3$ enter, so no square root of a complex number survives at this order.

For s and an isotropic film, $g=1$, $\eta_1=n_1\cos\phi$, and $\eta_i^2-\eta_j^2=\varepsilon_i-\varepsilon_j$ because $q$ cancels. Hence $a_s=2in_1\cos\phi\,(\varepsilon_2-\varepsilon_3)/(\varepsilon_1-\varepsilon_3)$. For any complex $f$, $\operatorname{Re}(if)=-\operatorname{Im}f$, and $4x=8\pi d/\lambda$, so

$$\left(\frac{\Delta R}{R}\right)_s=-P\,\operatorname{Im}\frac{\varepsilon_2-\varepsilon_3}{\varepsilon_1-\varepsilon_3},\qquad P=\frac{8\pi d\,n_1\cos\phi}{\lambda}.\tag{6}$$

For p and an isotropic film, $\eta_j^2=(\varepsilon_j-q)/\varepsilon_j^2=1/\varepsilon_j-q/\varepsilon_j^2$. A difference of squares factorizes the difference:

$$\eta_i^2-\eta_j^2=\left(\frac1{\varepsilon_i}-\frac1{\varepsilon_j}\right)\left[1-q\left(\frac1{\varepsilon_i}+\frac1{\varepsilon_j}\right)\right]=\frac{\varepsilon_j-\varepsilon_i}{\varepsilon_i\varepsilon_j}\left[1-q\,\frac{\varepsilon_i+\varepsilon_j}{\varepsilon_i\varepsilon_j}\right].\tag{7}$$

For the pair $(2,3)$ the bracket is $1-\varepsilon_1(\varepsilon_2+\varepsilon_3)\sin^2\phi/(\varepsilon_2\varepsilon_3)$. For the pair $(1,3)$ the $\varepsilon_1$ in $q$ cancels and the bracket is $1-(\varepsilon_1+\varepsilon_3)\sin^2\phi/\varepsilon_3$. The prefactors have the ratio $\frac{\varepsilon_3-\varepsilon_2}{\varepsilon_2\varepsilon_3}\cdot\frac{\varepsilon_1\varepsilon_3}{\varepsilon_3-\varepsilon_1}=\frac{\varepsilon_1}{\varepsilon_2}\,\frac{\varepsilon_2-\varepsilon_3}{\varepsilon_1-\varepsilon_3}$. In (5) this is multiplied by $g\eta_1=\varepsilon_2\,n_1\cos\phi/\varepsilon_1$, which cancels $\varepsilon_1/\varepsilon_2$ and leaves $n_1\cos\phi$, the same real factor as for s. Therefore

$$\left(\frac{\Delta R}{R}\right)_p=-P\,\operatorname{Im}\left\{\frac{\varepsilon_2-\varepsilon_3}{\varepsilon_1-\varepsilon_3}\;\frac{1-\dfrac{\varepsilon_1(\varepsilon_2+\varepsilon_3)}{\varepsilon_2\varepsilon_3}\sin^2\phi}{1-\dfrac{\varepsilon_1+\varepsilon_3}{\varepsilon_3}\sin^2\phi}\right\}.\tag{8}$$

Equations (6) and (8) are the McIntyre–Aspnes formulas. At $\phi=0$ both brackets equal $1$ and the two coincide, as they must when there is no plane of incidence. With the opposite time convention $e^{+i\omega t}$ every permittivity is replaced by its complex conjugate, the imaginary parts change sign, and the prefactor is $+P$.

The complex coefficient $a$ depends on where the phase of $r$ is measured, while its real part does not. In (2) the reference plane is the top of the film. If the film is made of ambient material, then $r_{12}=0$, $r_{23}=r_{13}$ and $r=r_{13}e^{2i\xi_1x}$, which is the phase of the extra path to the substrate and back. Referring the phase to the substrate surface means using $\tilde r=re^{-2i\xi_1x}$, with first-order coefficient $\tilde a=a-2i\xi_1$. Because $\xi_1$ is real, $\operatorname{Re}\tilde a=\operatorname{Re}a$. For s, subtracting $1$ from $(\varepsilon_2-\varepsilon_3)/(\varepsilon_1-\varepsilon_3)$ gives $(\varepsilon_2-\varepsilon_1)/(\varepsilon_1-\varepsilon_3)$, so (6) is equivalent to

$$\left(\frac{\Delta R}{R}\right)_s=+P\,\operatorname{Im}\frac{\varepsilon_1-\varepsilon_2}{\varepsilon_1-\varepsilon_3},\tag{9}$$

which vanishes visibly when the film is ambient. For the uniaxial film, $\varepsilon_2$ in (6) and (9) is $\varepsilon_x$.

The same subtraction shows what the extra factor in (8) means. For p and a uniaxial film, $g\eta_2^2=\xi_2^2/\varepsilon_x=1-q/\varepsilon_z$, so $g(\eta_2^2-\eta_3^2)=1-q/\varepsilon_z-\varepsilon_x\eta_3^2$. The path phase can be written over the same denominator: $2i\xi_1=2i\eta_1\varepsilon_1(\eta_1^2-\eta_3^2)/(\eta_1^2-\eta_3^2)$ with $\varepsilon_1\eta_1^2=1-q/\varepsilon_1$. Subtracting, the constant $1$ cancels and

$$\tilde a_p=\frac{2i\eta_1}{\eta_1^2-\eta_3^2}\left[q\left(\frac1{\varepsilon_1}-\frac1{\varepsilon_z}\right)-(\varepsilon_x-\varepsilon_1)\,\eta_3^2\right].\tag{10}$$

At first order the film enters only through $d(\varepsilon_x-\varepsilon_1)$ and $d(1/\varepsilon_1-1/\varepsilon_z)$. The first arises because tangential $\mathbf E$ is continuous and nearly constant across a thin film, so the film adds an in-plane dipole moment per area $\varepsilon_0(\varepsilon_x-\varepsilon_1)E_\parallel d$ relative to the ambient it displaces. The second arises because normal $\mathbf D$ is continuous, so the film changes $\int E_z\,dz$ by $-D_zd(1/\varepsilon_1-1/\varepsilon_z)/\varepsilon_0$. The s signal sees only the first product, and s data in the linear regime cannot separate $d$ from $\varepsilon_x$. For a layer a few atoms thick, where a local permittivity between sharp faces is only a parametrization, these two products are the meaningful film parameters. Reflectance does not determine both of them completely. With $A=\varepsilon_x-\varepsilon_1$, $b=1/\varepsilon_1-1/\varepsilon_z$ and $s=\sin^2\phi$, (10) can be rearranged as
$$\tilde a_p=\frac{2in_1\cos\phi}{\varepsilon_3-\varepsilon_1}\left[-A+(\varepsilon_1\varepsilon_3b-A)\,\frac{s}{1-(\varepsilon_1+\varepsilon_3)s/\varepsilon_3}\right].$$
At one wavelength and with one ambient, first-order data at all angles therefore give at most three real numbers on an absorbing substrate, $d\operatorname{Im}[A/(\varepsilon_3-\varepsilon_1)]$ and the real and imaginary parts of $d(\varepsilon_1\varepsilon_3b-A)/(\varepsilon_3-\varepsilon_1)$. On a transparent substrate they give only two, $d\operatorname{Im}A$ and $d\operatorname{Im}b$.

The signs are clearest for a transparent substrate with $\varepsilon_3>\varepsilon_1$, where $\eta_3$ is real. From (9), $(\Delta R/R)_s=P\operatorname{Im}\varepsilon_2/(\varepsilon_3-\varepsilon_1)\ge0$: to first order, an absorbing film raises the reflectance. If $\operatorname{Im}\varepsilon_2$ is very small, the second-order term derived in (13) below can outweigh this one and reverse the sign. The reason is visible in $r=(\eta_1-Y)/(\eta_1+Y)$. With $r_{13}$ real, only $\operatorname{Re}\delta$ changes $|r|$ at first order, and $\operatorname{Re}\delta=x\operatorname{Im}\varepsilon_2$ moves $Y$ upward, away from $\eta_1<\eta_3$, so the mismatch grows. For p, (10) gives

$$\left(\frac{\Delta R}{R}\right)_p=\frac{4x\,\eta_1}{\eta_1^2-\eta_3^2}\left[\eta_3^2\operatorname{Im}\varepsilon_x-q\operatorname{Im}\left(-\frac1{\varepsilon_z}\right)\right]\qquad(\varepsilon_3\ \text{real}),\tag{11}$$

where $\operatorname{Im}(-1/\varepsilon_z)=\operatorname{Im}\varepsilon_z/|\varepsilon_z|^2\ge0$ is the loss function for normal fields. By (7), $\eta_1^2-\eta_3^2$ has the sign of $1-(\varepsilon_1+\varepsilon_3)\sin^2\phi/\varepsilon_3$, which vanishes at $\sin^2\phi_B=\varepsilon_3/(\varepsilon_1+\varepsilon_3)$, that is at the Brewster angle $\tan^2\phi_B=\varepsilon_3/\varepsilon_1$. To first order, therefore, in-plane loss raises $R_p$ and normal loss lowers it below $\phi_B$; above $\phi_B$ both signs are reversed. The program tests these four signs on the exact solution for $\varepsilon_3=2.25$ at $45^\circ$ and $70^\circ$, with films lossy in one direction only.

The exact three-phase reflection amplitude has given the first-order differential reflectance for s and p light, the film parameters it depends on, and the signs of the signal on a transparent substrate with $\varepsilon_3>\varepsilon_1$. What remains is to treat total internal reflection and substrates of very large $|\varepsilon_3|$, to find the second-order error and the conditions of validity, and to compare the formulas with exact numerical values.
